Newton and frozen-Hessian orbital optimization for LiH

**Problem**

A closed-shell molecule is treated by restricted Hartree-Fock (RHF) with real orbitals. The orbitals i, j are doubly occupied and a, b are virtual. Their coefficients C satisfy CᵀSC = 1, where S is the overlap matrix. New orbitals are C exp(K), with

K_ai = κ_ai, K_ia = −κ_ai, all other elements zero.

(a) Find the gradient g and the Hessian H of the energy at κ = 0, without assuming that the orbitals are canonical or converged.

(b) Newton's method solves Hκ = −g, replaces C by C exp(K), and computes g and H afresh at the new orbitals. How does the error of one step follow from that of the step before, close to a minimum?

(c) Now keep the Hessian of the starting orbitals, but renew the gradient and the expansion point. What is the convergence rate?

(d) Run both methods for LiH in the STO-3G basis at a distance of 1.6 Å, from the same start, and compare the runs with (b) and (c).

**Hints**

1. The energy depends on the orbitals only through the projector P on the occupied space. Expand exp(K) P exp(−K) to second order.

2. The commutator of two matrices of the form K is block diagonal. Ask what a block-diagonal rotation does to the determinant.

3. For (b), expand the gradient about the minimum to second order and the Hessian to first order. Both are needed.

4. For (c), use the eigenvectors of one Hessian relative to the other.

**Solution**

**(a) Gradient and Hessian**

In the basis of the current orbitals, P₀ is the unit matrix in the occupied block and zero elsewhere. The energy is

E = 2 tr hP + tr P G(P) + E_nuc,
G(P)_pq = Σ_rs P_rs [2(pq|rs) − (pr|qs)],

where h is the one-electron matrix, E_nuc is the nuclear repulsion and (pq|rs) is a two-electron integral in charge-cloud order. The Fock matrix is F = h + G(P₀).

Let P = P₀ + δ. The symmetry of the integrals gives tr A G(B) = tr B G(A), so the two cross terms are equal and

E = E₀ + 2 tr Fδ + tr δG(δ).

Since K is antisymmetric, exp(K)ᵀ = exp(−K). The rotated projector is therefore

exp(K) P₀ exp(−K) = P₀ + [K,P₀] + ½[K,[K,P₀]] + …

With κ as a matrix (rows a, columns i), and the occupied block first,

K = ( 0, −κᵀ ; κ, 0 ),
P₁ = [K,P₀] = ( 0, κᵀ ; κ, 0 ),
P₂ = ½[K,P₁] = ( −κᵀκ, 0 ; 0, κκᵀ ).

The first-order energy is 2 tr FP₁. The blocks ai and ia contribute equally, which gives 4 Σ F_ai κ_ai. Hence

g_ai = 4F_ai.

The second-order energy is 2 tr FP₂ + tr P₁G(P₁). Its first part is

2 Σ F_ab κ_ai κ_bi − 2 Σ F_ij κ_ai κ_aj.

In the second part, each factor P₁ has an ai and an ia element, so there are four combinations. The Coulomb integral is the same in all four and gives 4·2(ai|bj). The exchange integrals are (ab|ij) twice and (aj|bi) twice. Thus

tr P₁G(P₁) = Σ κ_ai κ_bj [8(ai|bj) − 2(ab|ij) − 2(aj|bi)].

Setting the sum of both parts equal to ½ Σ κ_ai H_ai,bj κ_bj doubles every coefficient:

H_ai,bj = 4[δ_ij F_ab − δ_ab F_ij + 4(ai|bj) − (ab|ij) − (aj|bi)].

F_ai does not appear in H because P₂ has no occupied-virtual block. No stationarity was used, so the formula also holds at the start of an optimization. It does hold only at κ = 0, which is why the expansion point is reset after each step.

**(b) The Newton error**

Let C* be the minimum, and describe the current determinant by the rotation vector x in C* exp(K(x)). The norm |x| is the root of the sum of squares over all pairs ai, in radians. Let H* be the Hessian at C*, assumed positive definite, and T the third derivative:

T(x,y)_ai = Σ (∂³E/∂x_ai ∂x_bj ∂x_ck) x_bj y_ck at x = 0.

First, the effect of resetting has to be found. A step κ from x gives a product of exponentials,

exp(K(x)) exp(K(κ)) = exp(K(x) + K(κ) + ½R + third order),
R = [K(x),K(κ)].

R is block diagonal. To this order it can be split off as a right factor exp(½R), at the price of further third-order terms. That factor mixes occupied orbitals among themselves and virtual orbitals among themselves, and leaves the determinant unchanged. The new rotation vector is therefore

x_new = x + κ + third order in x and κ together.

The third-order term changes the derivative of x_new with respect to κ, at κ = 0, by O(|x|²). This factor multiplies a gradient that is itself O(|x|), so the local gradient changes by O(|x|³). The local Hessian has two corrections: the same O(|x|²) factor acting on the Hessian, and the O(|x|) gradient times the second derivative of the third-order term with respect to κ, which is O(|x|). Both are O(|x|²). Hence

g = H*x + ½T(x,x) + O(|x|³),
H = H* + T_x + O(|x|²), with T_x y = T(x,y).

A different choice of orbitals within the occupied or virtual space transforms g and H together and leads to the same new determinant, so it does not affect this argument.

To first order in T_x, the inverse Hessian is H*⁻¹ − H*⁻¹T_x H*⁻¹. The step is then

κ = −H⁻¹g
= −x − ½H*⁻¹T(x,x) + H*⁻¹T(x,x) + O(|x|³)
= −x + ½H*⁻¹T(x,x) + O(|x|³).

Adding x gives the answer to (b):

x_new = ½H*⁻¹T(x,x) + O(|x|³).

The linear error has cancelled. Define q = |½H*⁻¹T(v,v)| for the direction v = x/|x|. To leading order |x_new| = q|x|², and the number of correct digits d = −log₁₀|x| obeys

d_new = 2d − log₁₀ q.

The digits double up to an offset. This is a local result. It needs q|x| well below one, and it fails if H* is singular, since q then need not be finite. Farther out, H may have negative eigenvalues. The energy change −½gᵀH⁻¹g predicted by the quadratic model can then be positive, and the steps may lead towards a saddle point, because Newton's equation seeks g = 0 and not a minimum. A trust region limits |κ| to a radius there. Once H is positive definite and the full Newton step lies inside that radius, the limit has no effect and the result above applies.

The energy has no linear term at the minimum, so

E − E* = ½xᵀH*x + O(|x|³).

Its error is quadratic in the orbital error, and the energy has about twice as many correct digits as the orbitals.

**(c) The frozen Hessian**

Let H₀ be the Hessian at the start. Its components are kept fixed with respect to the orbitals carried along by the successive rotations. Now κ = −H₀⁻¹g, and

x_new = (1 − H₀⁻¹H*)x + O(|x|²).

Here the choice of orbitals matters, because H₀ does not transform with g. Take C* as the limit of the carried orbitals. Each step adds a block-diagonal factor exp(½R) with R = O(|x|²), and for a convergent geometric sequence the sum of all later factors is also O(|x|²). Acting on a gradient of order |x|, this changes the step at third order, so the linear map stands.

Suppose H₀ is positive definite, and solve

H*v_k = μ_k H₀v_k.

Both matrices are symmetric, so the μ_k are real and the v_k form a complete set. Writing x = Σ c_k v_k gives

c_k → (1 − μ_k)c_k,

and the asymptotic rate is

ρ = max_k |1 − μ_k|,

once the error has a component along the corresponding mode. The linear map alone would keep an absent mode absent, but the O(|x|²) terms in general feed every mode that symmetry allows, so ρ is normally reached even from a start that lacks this mode. The method gains −log₁₀ ρ digits per step. If some μ_k exceeds 2, the frozen Hessian is too soft along v_k by more than a factor of two, and the error in that mode grows.

**(d) LiH**

The two occupied orbitals have σ symmetry, so F has axial symmetry and F_ai = 0 for virtual orbitals made of Li 2p_x or 2p_y. The Hessian does not couple these π rotations to the σ rotations either, so they stay at zero. Of the six basis functions, the four of σ type are enough: two occupied orbitals, two virtual orbitals and four angles.

The eigenvectors of h, used as a first guess, have a gradient norm of 0.543 hartree. One Roothaan step, that is, one diagonalization of the Fock matrix, lowers it to 0.0690 hartree. Both methods start there, 9.19·10⁻⁴ hartree above the RHF minimum of −7.8619 hartree. This energy leaves out electron correlation and carries the large error of a minimal basis, neither of which changes the orders of convergence derived above. The numbers q and ρ and the step counts below do depend on the basis: after one Roothaan step from the eigenvectors of h, the frozen rate is about 0.13 in 6-31G and about 0.20 in cc-pVDZ, and bringing |g| below 10⁻¹⁰ hartree takes 4 Newton steps in both bases and 10 and 13 frozen steps. These starts have larger gradients, |g| = 0.12 and 0.17 hartree, and the rate depends on the start as well as on the basis. After two Roothaan steps the rates are 0.036 and 0.066, with 3 Newton steps in both bases and 6 and 7 frozen steps.

In ordinary double precision the doubling would soon be hidden by rounding. The integrals were therefore computed in double precision, taken as exact input, and the iterations run with 400 decimal digits. The later digits belong to this numerical model and say nothing further about the molecule.

The error x was obtained from the overlap B = C*ᵀSC_occ of the current occupied orbitals with the converged ones. With B_v and B_o its virtual and occupied rows, B_v B_o⁻¹ equals x up to third order and does not depend on how the occupied orbitals are mixed. C* came from continuing with Newton steps beyond the listed iterations.

The Newton run gives:

| step | \|g\| (hartree) | \|x\| (rad) | d |
|---|---|---|---|
| 0 | 6.90·10⁻² | 4.40·10⁻² | 1.36 |
| 1 | 1.89·10⁻³ | 2.08·10⁻³ | 2.68 |
| 2 | 3.83·10⁻⁶ | 4.51·10⁻⁶ | 5.35 |
| 3 | 1.78·10⁻¹¹ | 2.05·10⁻¹¹ | 10.69 |
| 4 | 3.70·10⁻²² | 4.28·10⁻²² | 21.37 |
| 5 | 1.61·10⁻⁴³ | 1.86·10⁻⁴³ | 42.73 |

The doubling is this clean because q happens to be close to one here, so that log₁₀ q is small. To predict q, the third derivative was taken from gradients on either side of the minimum,

T(v,v) = [g(tv) + g(−tv)]/t² + O(t²),

with t = 10⁻⁴⁰. The linear and cubic terms of g are odd in t and cancel. For the direction of x at step 2 this gives q = 1.006 rad⁻¹, and so

|x| at step 3 = 1.006 × (4.511·10⁻⁶)² = 2.047·10⁻¹¹ rad,

which is the value found. At step 0 the predicted q is 1.053 rad⁻¹, while the observed |x_new|/|x|² is 1.073 rad⁻¹ (1.075 rad⁻¹ if the exact rotation angle is used in place of B_v B_o⁻¹). The difference is 2 per cent of the prediction; the neglected terms are smaller than the leading one by a factor of order |x|, here 0.04.

The energy error falls from 9.19·10⁻⁴ to 1.69·10⁻⁶ and then to 7.69·10⁻¹² hartree, in line with its quadratic dependence on x.

The frozen run gives:

| step | \|g\| (hartree) | \|x\| (rad) | \|x_new\|/\|x\| |
|---|---|---|---|
| 0 | 6.90·10⁻² | 4.40·10⁻² | 0.0472 |
| 1 | 1.89·10⁻³ | 2.08·10⁻³ | 0.0981 |
| 2 | 1.82·10⁻⁴ | 2.04·10⁻⁴ | 0.0951 |
| 4 | 1.66·10⁻⁶ | 1.85·10⁻⁶ | 0.0954 |
| 8 | 1.38·10⁻¹⁰ | 1.54·10⁻¹⁰ | 0.0954 |

The first step is the same as Newton's, because H₀ is then the current Hessian. After that the ratio settles at 0.0954. Numerical solution of the eigenproblem in (c) gives the four factors

1 − μ = 0.0165, 0.0019, −0.0014, −0.0954,

so the predicted rate is ρ = 0.0954, equal to the measured one. It corresponds to −log₁₀ 0.0954 = 1.02 digits per step. The leading factor is negative: the curvature along this mode is larger at the minimum than at the start, so each step overshoots and the error changes sign.

The size of ρ can be understood from the lowest Hessian eigenvalues, 0.6446 hartree at the start and 0.6968 hartree at the minimum. The largest μ is the maximum of vᵀH*v / vᵀH₀v over all v. Taking v as the lowest eigenvector of H₀ makes the denominator 0.6446 vᵀv, while the numerator is at least 0.6968 vᵀv. Therefore

μ_max ≥ 0.6968/0.6446 = 1.081,

and ρ is at least 0.081. This is a lower bound, not a share of the rate. The slowest mode does lie almost along the softest rotation of H₀ (squared overlap 0.97), and raising that one eigenvalue of H₀ to 0.6968 hartree lowers ρ from 0.095 to 0.036. The stiffening of the softest rotation is thus the main source of the rate, but not the only one.

To bring |g| below 10⁻¹⁰ hartree, Newton's method needs 3 steps and the frozen method 9. The second number follows from the rate. From step 2 the gradient must fall by a factor of 1.82·10⁶, or 6.26 digits, and 6.26/1.02 = 6.1 means seven more steps. In return, the frozen method builds and factorizes one Hessian and afterwards needs only a new Fock matrix per step.

**Variation 1: freezing at the minimum**

Suppose the frozen Hessian is H* itself, expressed in the orbitals C*, and the start is C* exp(K(x)). What is the rate?

In the first step the frozen matrix is H* in the frame used to define x, so the linear term vanishes and the next order is needed:

x_new = x − H*⁻¹[H*x + ½T(x,x)] + O(|x|³)
= −½H*⁻¹T(x,x) + O(|x|³).

The step is quadratic, although the Hessian was not renewed. If H* is re-expressed at every step so that the current orbitals have the form C* exp(K(x)), this holds at every step and convergence is quadratic. If its components are instead kept fixed in the carried orbitals, as in (c), the first step leaves a block-diagonal factor exp(½R) with R = [K(x),K(κ)] = −½[K(x),K(H*⁻¹T(x,x))] + …, of order |x|³ in the starting error. The frozen matrix then differs from the Hessian in the limiting orbitals at that order, and a small linear rate of order |x|³ eventually takes over. To leading order the error after the first step has the same size as in Newton's method and the opposite sign. For the starting error above, the leading estimate is 1.053 × (0.0440)² = 2.04·10⁻³ rad after one step. Linear convergence is thus caused by the difference between H₀ and H*, and since H₀ − H* = T_x + O(|x|²), the rate ρ is of order |x| at the point of freezing, with a coefficient that depends on the direction of x; freezing later in a run therefore makes ρ smaller.

**Variation 2: a new Hessian every second step**

Each Hessian is now used for two steps, with a fresh gradient each time. What is the order of convergence per pair of steps?

The first step is a Newton step and leaves y = ½H*⁻¹T(x,x) + O(|x|³). The second uses the gradient at y, which is H*y + O(|y|²), with the old Hessian H* + T_x + O(|x|²):

y_new = y − [H*⁻¹ − H*⁻¹T_x H*⁻¹]H*y + O(|x|⁴)
= H*⁻¹T(x,y) + O(|x|⁴).

Since y is of order |x|², the error after the pair is of order |x|³. The number of digits triples, up to an offset, for one Hessian and two gradients; two full Newton steps would quadruple it for two Hessians and two gradients.

The first two steps of the frozen run are such a pair. They take |x| from 4.40·10⁻² to 2.04·10⁻⁴ rad, which corresponds to a coefficient of

2.04·10⁻⁴/(4.40·10⁻²)³ = 2.4 rad⁻².

The leading term above, |H*⁻¹T(v, ½H*⁻¹T(v,v))| for the starting direction v, gives 2.17 rad⁻²; the rest comes from higher orders in |x|. One pair thus only estimates the coefficient and cannot by itself show the order, which rests on the derivation.
